# How strong is the intrinsic plasmon satellite of a core hole?: a program that tests the result

```python
"""Intrinsic plasmon satellite of a suddenly created point core hole.

Result under test: for plasmons of one energy hbar*omega_p and wavevectors q < q_c,
    beta = e^2 q_c / (pi hbar omega_p)      (Gaussian e^2)
is the mean number of plasmons created and the intensity ratio of the first
satellite to the zero-plasmon line.
Symbols: density n, Fermi wavevector k_F, plasmon energy omega_p, cutoff q_c.
Internal algebra is in atomic units; printed numbers are in eV and angstrom.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

BOHR = const.physical_constants["Bohr radius"][0] * 1e10          # angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]     # eV
E2 = const.e / (4 * math.pi * const.epsilon_0) * 1e10             # eV angstrom

NODES, WEIGHTS = np.polynomial.legendre.leggauss(2000)


def rpa_dielectric(q, omega, k_f):
    """Epsilon and d(epsilon)/d(omega) above the pair continuum, by summing
    over the occupied Fermi sphere in slices perpendicular to q."""
    x = k_f * NODES
    slice_weight = k_f * WEIGHTS * (k_f**2 - x**2) / (2 * math.pi**2)
    pair = q * x + q**2 / 2
    denominator = omega**2 - pair**2
    v_q = 4 * math.pi / q**2
    eps = 1 - v_q * np.sum(slice_weight * pair / denominator)
    slope = v_q * np.sum(slice_weight * 2 * omega * pair / denominator**2)
    return eps, slope


def continuum_edge(q, k_f):
    return (q * k_f + q**2 / 2) * (1 + 1e-10)


def rpa_plasmon(q, k_f, omega_p):
    """Plasmon energy and pole weight of the loss function."""
    omega = brentq(lambda w: rpa_dielectric(q, w, k_f)[0],
                   continuum_edge(q, k_f), 5 * omega_p, xtol=1e-14)
    return omega, 1 / rpa_dielectric(q, omega, k_f)[1]


def rpa_strength(k_f, omega_p):
    """Plasmon-pole strength, its cutoff, and the energy at the last q node."""
    q_end = brentq(lambda q: rpa_dielectric(q, continuum_edge(q, k_f), k_f)[0],
                   0.05 * k_f, 2 * k_f)
    t, w = np.polynomial.legendre.leggauss(24)
    total = 0.0
    for q, dq in zip(q_end * (t + 1) / 2, q_end * w / 2):
        omega, pole_weight = rpa_plasmon(q, k_f, omega_p)
        assert omega > omega_p
        total += 2 / math.pi * dq * pole_weight / omega**2
    return total, q_end, omega


def inverse_square_sum(radius):
    """Sum of 1/m^2 over nonzero integer vectors with |m| < radius."""
    m = np.arange(-int(radius) - 1, int(radius) + 2)
    m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
    inside = (m2 > 0) & (m2 < radius**2)
    return np.sum(1.0 / m2[inside])


def box_strength(length, q_c, omega_p):
    """Explicit sum of the per-wavevector strengths in a periodic cubic box."""
    lattice_sum = inverse_square_sum(q_c * length / (2 * math.pi))
    return lattice_sum * 2 * math.pi / (
        length**3 * (2 * math.pi / length)**2 * omega_p)


def single_mode_ratio(density, q, volume):
    """First-satellite ratio of one standing density wave, from its mass,
    Coulomb spring and hole force, diagonalized on a coordinate grid."""
    damping = 0.01
    x = np.linspace(0, 6 / damping, 200001)
    # Potential at the origin of a unit cosine density wave, softly cut off.
    potential = 4 * math.pi / q**2 * simpson(
        np.sin(x) * np.exp(-(damping * x)**2), x=x)
    mass = density * volume / 2
    spring = potential * (density * q)**2 * volume / 2
    force = potential * density * q
    width = (mass * spring)**-0.25
    grid = np.linspace(-9 * width, 9 * width, 1501)
    step = grid[1] - grid[0]
    off_diagonal = np.full(grid.size - 1, -0.5 / (mass * step**2))
    states = []
    for hole_force in (0.0, force):
        diagonal = 1 / (mass * step**2) + spring * grid**2 / 2 + hole_force * grid
        states.append(eigh_tridiagonal(diagonal, off_diagonal, select="i",
                                       select_range=(0, 2))[1])
    overlap = (states[1].T @ states[0][:, 0])**2
    return overlap[1] / overlap[0]


def sudden_spectrum(beta, omega_p):
    """Energies and weights after switching on the linear boson coupling."""
    size = 70
    ladder = np.sqrt(np.arange(1, size))
    energies, vectors = eigh_tridiagonal(omega_p * np.arange(size),
                                         omega_p * math.sqrt(beta) * ladder)
    return energies, vectors[0]**2


print(f"e^2 = {E2:.4f} eV angstrom")
metals = (("Al", 4.05, 12), ("Na", 4.29, 2))
for name, lattice_constant, electrons_per_cell in metals:
    density_A = electrons_per_cell / lattice_constant**3
    density = density_A * BOHR**3
    k_f = (3 * math.pi**2 * density)**(1 / 3)
    omega_p = math.sqrt(4 * math.pi * density)
    q_c = -k_f + math.sqrt(k_f**2 + 2 * omega_p)
    beta = E2 * (q_c / BOHR) / (math.pi * omega_p * HARTREE)

    # Continuum formula against explicit box sums; leading error is 1/length.
    length = 2 * math.pi * 30.5 / q_c
    beta_box = box_strength(length, q_c, omega_p)
    beta_box_double = box_strength(2 * length, q_c, omega_p)
    beta_extrapolated = 2 * beta_box_double - beta_box
    assert abs(beta_extrapolated / beta - 1) < 5e-3

    # Poisson weights and relaxation shift against direct diagonalization.
    energies, weights = sudden_spectrum(beta, omega_p)
    for k in range(5):
        poisson = math.exp(-beta) * beta**k / math.factorial(k)
        assert abs(weights[k] - poisson) < 1e-9
        assert abs(energies[k] - energies[0] - k * omega_p) < 1e-9
    assert abs(-energies[0] - q_c / math.pi) < 1e-7

    # Long-wave coupling against the microscopic pole weight.
    small_q = 0.01 * k_f
    omega_small, weight_small = rpa_plasmon(small_q, k_f, omega_p)
    assert abs(omega_small / omega_p - 1) < 1e-3
    assert abs(weight_small / (omega_p / 2) - 1) < 1e-3

    # Dispersion raises omega_q and lowers the strength at a given cutoff.
    beta_rpa, q_rpa, omega_last = rpa_strength(k_f, omega_p)
    beta_flat_rpa_cutoff = q_rpa / (math.pi * omega_p)
    assert beta_rpa < beta_flat_rpa_cutoff
    q_crude = omega_p / k_f
    beta_crude = q_crude / (math.pi * omega_p)

    print(f"{name}: lattice constant (input) = {lattice_constant:.2f} angstrom")
    print(f"{name}: valence electrons per cubic cell = {electrons_per_cell}")
    print(f"{name}: electron density = {density_A:.5f} angstrom^-3")
    print(f"{name}: Fermi wavevector = {k_f / BOHR:.4f} angstrom^-1")
    print(f"{name}: plasmon energy = {omega_p * HARTREE:.3f} eV")
    print(f"{name}: cutoff q_c, flat plasmon = {q_c / BOHR:.4f} angstrom^-1")
    print(f"{name}: strength beta = {beta:.4f}")
    print(f"{name}: beta, box sum, length L = {beta_box:.4f}")
    print(f"{name}: beta, box sum, length 2L = {beta_box_double:.4f}")
    print(f"{name}: beta, box sums extrapolated = {beta_extrapolated:.4f}")
    print(f"{name}: zero-plasmon fraction = {weights[0]:.4f}")
    print(f"{name}: one-plasmon fraction = {weights[1]:.4f}")
    print(f"{name}: two-plasmon fraction = {weights[2]:.4f}")
    print(f"{name}: second satellite / main line = {weights[2] / weights[0]:.4f}")
    print(f"{name}: relaxation energy = {-energies[0] * HARTREE:.3f} eV")
    print(f"{name}: crude cutoff omega_p/v_F = {q_crude / BOHR:.4f} angstrom^-1")
    print(f"{name}: beta with crude cutoff = {beta_crude:.4f}")
    print(f"{name}: RPA plasmon cutoff = {q_rpa / BOHR:.4f} angstrom^-1")
    print(f"{name}: RPA plasmon energy near cutoff = {omega_last * HARTREE:.3f} eV")
    print(f"{name}: flat-plasmon beta at RPA cutoff = {beta_flat_rpa_cutoff:.4f}")
    print(f"{name}: beta from RPA plasmon pole = {beta_rpa:.4f}")

    if name == "Al":
        box_A = 8.0
        box = box_A / BOHR
        q_mode = 2 * math.pi / box
        assert q_mode < q_c
        ratio_grid = single_mode_ratio(density, q_mode, box**3)
        ratio_formula = 4 * math.pi / (box**3 * q_mode**2 * omega_p)
        assert abs(ratio_grid / ratio_formula - 1) < 2e-3
        print(f"Al: one-mode test, box length = {box_A:.1f} angstrom")
        print(f"Al: one-mode test, wavevector = {q_mode / BOHR:.4f} angstrom^-1")
        print(f"Al: one-mode satellite ratio, grid = {ratio_grid:.5f}")
        print(f"Al: one-mode satellite ratio, formula = {ratio_formula:.5f}")

print("success")
```

Running it gives:

```
e^2 = 14.3996 eV angstrom
Al: lattice constant (input) = 4.05 angstrom
Al: valence electrons per cubic cell = 12
Al: electron density = 0.18064 angstrom^-3
Al: Fermi wavevector = 1.7488 angstrom^-1
Al: plasmon energy = 15.782 eV
Al: cutoff q_c, flat plasmon = 0.9346 angstrom^-1
Al: strength beta = 0.2714
Al: beta, box sum, length L = 0.2652
Al: beta, box sum, length 2L = 0.2682
Al: beta, box sums extrapolated = 0.2712
Al: zero-plasmon fraction = 0.7623
Al: one-plasmon fraction = 0.2069
Al: two-plasmon fraction = 0.0281
Al: second satellite / main line = 0.0368
Al: relaxation energy = 4.284 eV
Al: crude cutoff omega_p/v_F = 1.1843 angstrom^-1
Al: beta with crude cutoff = 0.3440
Al: RPA plasmon cutoff = 1.2925 angstrom^-1
Al: RPA plasmon energy near cutoff = 23.526 eV
Al: flat-plasmon beta at RPA cutoff = 0.3754
Al: beta from RPA plasmon pole = 0.2620
Al: one-mode test, box length = 8.0 angstrom
Al: one-mode test, wavevector = 0.7854 angstrom^-1
Al: one-mode satellite ratio, grid = 0.03631
Al: one-mode satellite ratio, formula = 0.03630
Na: lattice constant (input) = 4.29 angstrom
Na: valence electrons per cubic cell = 2
Na: electron density = 0.02533 angstrom^-3
Na: Fermi wavevector = 0.9086 angstrom^-1
Na: plasmon energy = 5.910 eV
Na: cutoff q_c, flat plasmon = 0.6331 angstrom^-1
Na: strength beta = 0.4910
Na: beta, box sum, length L = 0.4798
Na: beta, box sum, length 2L = 0.4852
Na: beta, box sums extrapolated = 0.4906
Na: zero-plasmon fraction = 0.6120
Na: one-plasmon fraction = 0.3005
Na: two-plasmon fraction = 0.0738
Na: second satellite / main line = 0.1205
Na: relaxation energy = 2.902 eV
Na: crude cutoff omega_p/v_F = 0.8536 angstrom^-1
Na: beta with crude cutoff = 0.6620
Na: RPA plasmon cutoff = 0.8583 angstrom^-1
Na: RPA plasmon energy near cutoff = 8.724 eV
Na: flat-plasmon beta at RPA cutoff = 0.6656
Na: beta from RPA plasmon pole = 0.4747
success
```
